Half-integer cosine series for the stored charge of an IGBT base

Before a cosine-series model of an IGBT goes into a circuit simulation, someone must fix the number of modes N. The choice hangs on which edge of the carrier plasma moves. If only the depletion edge moves, four modes gave the stored charge to 0.7 % at the start of the voltage ramp and to 0.05 % at its end in the silicon carbide example below. The injecting edge of an IGBT is a fixed junction; if a model lets it move too, sixteen modes left an error of 1 % in a test with a known solution, and the error fell only as 1/N. A closed-form correction, costing one extra vector per evaluation, removes that slow part.

**The equation and its data**

The base is n-type and lies between the emitter side, x = x1(t), and the edge of the depletion layer, x = x2(t). Here the emitter is that of the internal pnp transistor: the hole-injecting p layer, which is the IGBT's collector terminal. The base is quasi-neutral and highly injected, so electrons and holes have the same density p, far above the doping. With q > 0 and current positive along +x,

J_p = qμ_p pE − qD_p p_x
J_n = qμ_n pE + qD_n p_x

Subscripts x and t on p denote derivatives. The sum J = J_p + J_n gives qpE = [J − q(D_n − D_p)p_x]/(μ_n + μ_p). Put this into J_p and write β = μ_p/(μ_n + μ_p), which equals D_p/(D_n + D_p) by the Einstein relation:

J_p = βJ − q[β(D_n − D_p) + D_p]p_x = βJ − qD p_x
D = 2D_n D_p/(D_n + D_p)

Quasi-neutrality makes J independent of x. With constant mobilities and lifetime τ, hole continuity p_t = −(1/q)∂J_p/∂x − p/τ becomes

p_t = D p_xx − p/τ

At the emitter side a fraction γ of the current is carried by injected holes, J_p(x1) = γJ. Hence the slope there is known:

g = p_x(x1,t) = −(γ − β)J/(qD)

At the other end p(x2,t) = 0. The depletion width W follows from Poisson's equation with donor density N_D: the field rises linearly over W, so V = qN_D W²/(2ε) and

W = √(2εV/(qN_D)),  x2 = d − W

for a base of thickness d. Here V(t) and J are both prescribed, so the slope at x2 is an output. This is why half-integer cosines are used: they vanish at x2 term by term, whereas integer cosines would need the unknown slope there.

Prescribing both V and J has a price. The plasma needs the electron current J_n(x2) = (1 − β)J + qD p_x(x2). The advancing depletion edge releases qN_D W′ of it, and the gate channel must supply the rest. The data are therefore consistent only while

J_n(x2) ≥ qN_D W′

If this fails, the prescribed voltage rises too fast. The slope at x2 must then be set by the current, and V becomes an unknown.

**Projection onto the modes**

Let L = x2 − x1, ξ = (x − x1)/L and u(ξ,t) = p(x1 + Lξ,t). Holding ξ fixed means moving with velocity x1′ + ξL′, so u_t = p_t + (x1′ + ξL′)p_x. With p_x = u_ξ/L,

u_t = (D/L²)u_ξξ + [(x1′ + ξL′)/L]u_ξ − u/τ
u_ξ(0) = Lg,  u(1) = 0

Expand u = Σ a_k c_k with c_k = cos λ_kξ, λ_k = (k + ½)π and k = 0, 1, 2, … These functions are orthogonal on (0,1) with ∫c_k² dξ = ½, so a_k = 2∫u c_k dξ. Two integrations by parts give

2∫u_ξξ c_k dξ = 2[u_ξ c_k − u c_k′]₀¹ − λ_k² a_k = −2Lg − λ_k² a_k

The upper limit vanishes because c_k(1) = u(1) = 0. At the lower limit c_k(0) = 1 and c_k′(0) = 0.

The series may be differentiated once: the sine coefficient of u_ξ is 2∫u_ξ sin λ_kξ dξ = −λ_k a_k, since the boundary term 2[u sin λ_kξ]₀¹ is zero. Therefore

a_k′ = −(Dλ_k²/L² + 1/τ)a_k − 2Dg/L + (1/L)Σ_j (x1′A_kj + L′B_kj)a_j
A_kj = −2λ_j∫cos λ_kξ sin λ_jξ dξ
B_kj = −2λ_j∫ξ cos λ_kξ sin λ_jξ dξ

Use 2 sin λ_jξ cos λ_kξ = sin Sξ + sin Δξ, with S = (j + k + 1)π and Δ = (j − k)π. For a nonzero integer m, ∫sin mπξ dξ = [1 − (−1)^m]/(mπ) and ∫ξ sin mπξ dξ = −(−1)^m/(mπ). The integers in S and Δ have opposite parity, so one term survives in A:

A_kj = −2λ_j/(λ_j + λ_k) for j − k even
A_kj = −2λ_j/(λ_j − λ_k) for j − k odd

In B both survive when j ≠ k, giving (−1)^(j+k) λ_j(1/Δ − 1/S). Since S = λ_j + λ_k and Δ = λ_j − λ_k,

B_kj = (−1)^(j+k) 2λ_jλ_k/(λ_j² − λ_k²) for j ≠ k,  B_kk = −½

On the diagonal only S contributes. Finally ∫c_k dξ = (−1)^k/λ_k, so the stored charge per area is

Q = qL Σ (−1)^k a_k/λ_k

If both edges stand still, the modes decouple. Truncation then leaves every retained coefficient unchanged, and the charge lacks only its tail.

**What truncation leaves out**

Repeated integration by parts of a_k = 2∫u c_k dξ gives, for a smooth profile,

a_k = −2Lg/λ_k² − 2(−1)^k u_ξξ(1)/λ_k³ + O(λ_k⁻⁴)

The first term comes from the slope at ξ = 0. The second is present when x2 moves: at ξ = 1 both u and u_t vanish, so the differential equation gives u_ξξ(1) = −(Lx2′/D)u_ξ(1).

The density at the injecting edge is Σa_k. Since Σ_{k≥N} 1/λ_k² ≈ 1/(π²N), the truncated sum misses about

2L|g|/(π²N)

Now follow the missing modes into a retained low mode k. For large j, A_kj tends to −2, so the omitted source is

(x1′/L)(−2)(−2Lg)Σ_{j≥N} 1/λ_j² ≈ 4x1′g/(π²N)

This is a first-order error. For x1′ > 0 it is an omitted loss, because g < 0, and the computed charge is too high.

The L′ coupling behaves better. There B_kj ≈ (−1)^(j+k) 2λ_k/λ_j. The first part of a_j then gives an alternating sum of 1/λ_j³, and the second a one-signed sum of 1/λ_j⁴. Both scale as N⁻³, as does the direct tail of Q. With x1 fixed, third order is expected. This estimate follows low modes only; the runs below measure the whole error.

**Closing the sum**

The function gL(ξ − 1) has slope gL at ξ = 0, vanishes at ξ = 1 and has no curvature. Its coefficients are exactly −2Lg/λ_k², the leading part of a_k. Its derivative is gL, and

2∫c_k dξ = 2(−1)^k/λ_k
2∫ξc_k dξ = 2[(−1)^k/λ_k − 1/λ_k²]

These are the couplings summed over all modes, per unit gL. Subtracting the retained modes leaves the missing ones:

r_A,k = 2(−1)^k/λ_k + 2Σ_{j<N} A_kj/λ_j²
r_B,k = 2[(−1)^k/λ_k − 1/λ_k²] + 2Σ_{j<N} B_kj/λ_j²

The plus signs arise from subtracting negative coefficients. After division by L, the source to add to a_k′ is g(x1′r_A,k + L′r_B,k). For the charge, L∫gL(ξ − 1)dξ = −gL²/2, and removing the retained part gives

Q_tail = qgL²[2Σ_{k<N}(−1)^k/λ_k³ − ½]

What remains unrepresented starts with the alternating λ_k⁻³ term, so third order is expected even when x1 moves.

**Pseudocode**

setup(N):
  compute λ, A, B, r_A, r_B
  a_k = 2∫u(ξ,0) cos(λ_kξ) dξ

rate(t, a):
  get x1, x1′, x2, x2′, g;  L = x2 − x1;  L′ = x2′ − x1′
  M = (x1′A + L′B)/L
  M_kk = M_kk − Dλ_k²/L² − 1/τ
  s_k = −2Dg/L + g(x1′r_A,k + L′r_B,k)
  return M a + s

advance a with a stiff implicit integrator, Jacobian M
charge = qLΣ(−1)^k a_k/λ_k + Q_tail
stop if L is no longer positive or J_n(x2) < qN_D W′

For the last line, the edge slope should not be summed from the series, whose differentiated terms decay slowly. With I = Q/q, integrating the diffusion equation over the moving base gives

D p_x(x2) = Dg + dI/dt + I/τ + x1′p(x1)

The edge currents quoted below came from the finite-difference solution; this identity was not tried numerically as a way to extract them.

**Cost and stability**

An evaluation of the rate costs of order N² operations and a dense factorization of order N³. The fastest decay rate is about Dλ_{N−1}²/L². In the example's final state (D = 547.5 µm²/µs, L = 41.23 µm) it is about 760 per µs for N = 16 and 12,800 per µs for N = 64. An explicit Euler step would have to stay below two divided by that rate, hence the implicit integrator.

Stability for fixed x1 can be shown directly. Set g = 0 and multiply the mode equations by 2a_k. The off-diagonal part of B is antisymmetric and drops out, while its diagonal gives −(L′/L)Σa_k². Therefore

d(LΣa_k²)/dt = −2LΣ(Dλ_k²/L² + 1/τ)a_k² ≤ 0

for every N, even while the base shrinks. The closure adds a source that does not depend on a, so it cannot alter this result.

**A 4H-SiC example**

Take an n-channel device at 300 K with d = 140 µm, N_D = 2×10¹⁴ cm⁻³, τ = 2 µs, J = 25 A/cm², γ = 0.5 and ε = 9.7ε₀. Mobilities of 900 and 120 cm²/Vs give D_n = 23.27 and D_p = 3.10 cm²/s, so D = 5.475 cm²/s and β = 0.1176. Then

g = −(0.5 − 0.1176)·25/(1.602×10⁻¹⁹·5.475) = −1.09×10¹⁹ cm⁻⁴

The voltage is V = 20 + 1800(t/2 µs)² volts for 2 µs. Its edge velocity starts from zero, which suits the initial stationary profile

p = |g|ℓ sinh[(x2 − x)/ℓ]/cosh(L/ℓ),  ℓ = √(Dτ) = 33.09 µm

Integrating it and using qD|g| = (γ − β)J gives the stationary charge

Q_s = (γ − β)Jτ[1 − 1/cosh(L/ℓ)]

The prefactor is 0.3824·25·2 = 19.12 µC/cm². At the start L = 129.65 µm, and Q_s = 18.36 µC/cm².

The reference balances carriers in cells that move with the base, using central differences and Crank–Nicolson time steps. Runs with 400 and 800 cells, and 5 steps per cell, were extrapolated assuming second-order error. Including the 200-cell run showed a relative change of 1.2×10⁻⁸ between successive extrapolations. The history is:

t (µs) | V (V) | L (µm) | Q (µC/cm²)
0 | 20 | 129.6 | 18.36
1 | 470 | 89.8 | 17.46
2 | 1820 | 41.2 | 12.21

At the final width Q_s would be 8.96 µC/cm². The actual charge is 36 % larger than this, because the profile has not had time to relax. A charge model that assumes a stationary profile at each width would miss that excess.

The series was integrated with an implicit Radau method at relative tolerance 10⁻⁸. Its charge errors at 2 µs, relative to the reference, are:

N | plain | with closure
2 | 2.3×10⁻³ | 8.3×10⁻⁴
4 | 4.8×10⁻⁴ | 1.4×10⁻⁴
8 | 6.9×10⁻⁵ | 2.3×10⁻⁵
16 | 9.3×10⁻⁶ | 3.1×10⁻⁶
64 | 1.6×10⁻⁷ | 5.2×10⁻⁸

From N = 16 to 64 the measured orders are 2.94 and 2.96. In this example, where x1 is fixed, closure lowers the final error by roughly a factor of three but leaves the order unchanged. At the start the base is three times wider, and four modes miss 0.7 % of the charge, or 0.06 % with closure.

**When the injecting edge moves**

An exact solution isolates this case. Let y = x2 − x, x2 = x20 − vt and m = v/D + 1/ℓ, and take

p = C e^(vt/ℓ)[e^(y/ℓ) − e^(−my)]

It vanishes at y = 0. The first term equals C e^((x20−x)/ℓ), which is stationary since D/ℓ² = 1/τ. For the second, the time derivative brings down v/ℓ + mv = 2v/ℓ + v²/D, and Dm² − 1/τ has the same value. Any left edge may be chosen if g is taken from this p. This tests the mathematics and does not represent an IGBT: the moving left edge leaves carriers behind at the rate x1′p(x1), which no terminal current accounts for.

With the device's D and τ, x20 = 100 µm, v = 40 µm/µs and x1 = (15 µm/µs)t, the plain charge error after 1 µs was 1.0 % for N = 16 and 0.25 % for N = 64, relative to the exact charge. The order is 1.01, and the sign is positive, as predicted. Closure reduced the errors to 1.3×10⁻⁵ and 2.0×10⁻⁷, with order 3.01. Extrapolating the plain law, an error of 0.1 % would need about 160 modes.

**Where the model fails**

At the moving edge p_xx/p_x = −x2′/D, so the slope there starts to change over a length D/|x2′|. In the final state this is 547.5/48.84 = 11 µm, and L|x2′|/D = 3.7. A much faster edge needs more modes: λ_N should be several times this ratio before the asymptotic order can be expected. If the ramp is continued past 2 µs, J_n(x2) falls below qN_D W′ at about 2.5 kV, with 25 µm of base left, and the prescribed voltage is no longer admissible. The geometric limit L = 0 would come only at 1820·(140/98.8)² ≈ 3.7 kV. A sudden jump in edge velocity violates the smoothness assumed in the error estimate and was not tested.

High injection fails next to the depletion edge, where p falls below N_D. The width of that strip is N_D/|p_x(x2)|, which is 0.13 µm at the end. It is about 4.6 µm at the start, where the edge slope is only |g|/cosh(L/ℓ) = 4.3×10¹⁷ cm⁻⁴. Keeping the doping in the transport equations, with n = p + N_D, raises the charge by 4.5 % at the start and 1.6 % at the end. In the model without doping, the hole current at the edge rises from 3.3 to 16.5 A/cm². The smallest electron current there is about 8.5 A/cm², well above the largest qN_D W′ of 0.16 A/cm², so the prescribed ramp is admissible.

The thickness and doping are rough values for silicon carbide devices of the 10 to 15 kV class; lifetime and injection efficiency vary widely between devices. The peak field, 0.37 MV/cm, is far below a rough breakdown field of 2 MV/cm. The permittivity also matters: along the c axis, the usual field direction in a vertical device, it is somewhat higher than the 9.7ε₀ used here, and a value of 10.3ε₀ would lower the final charge by about 5 %. The largest shift found comes from hot operation with an assumed longer lifetime. At 425 K, with D ∝ T^(−1.4), a doubled lifetime and fixed γ and J, the final charge rises by 95 %. Alone, the doubled lifetime gives a rise of 57 % and the lower D one of 18 %. The doubling is an assumption, so this measures sensitivity. Holes crossing the depletion layer at a saturated speed of roughly v_s = 10⁷ cm/s add up to 1.0×10¹³ cm⁻³ to the donor charge. Holding that value throughout narrows the layer and raises the final charge by 3.8 %. This is only a rough size for the effect: where the field is low the holes are slower and therefore denser, and the channel electrons add charge of the opposite sign. Neither is included in that figure. Letting the electron current into the emitter vary as p(x1)² changes the charge by only 0.06 %, since p(x1) falls by just 0.4 % during the sweep. The buffer layer and carrier-carrier scattering are left out and were not sized. For the final charge of this device, four modes already put the truncation error far below the shifts found for hot operation and for holes in the depletion layer.
